# The Knowles–Handy Sigma Algorithm from a Resolution of Identity

## 1. Two electrons on two sites

Two electrons of opposite spin share two sites. Each can hop to the other site with amplitude $-t$, and they repel with energy $U$ when they meet. Hopping favours spreading out and repulsion favours avoidance, so the state is a superposition of arrangements. Let $C_{ab}$ be the amplitude for the spin-up ($\alpha$) electron on site $a$ and the spin-down ($\beta$) electron on site $b$.

An iterative eigensolver does not need the Hamiltonian matrix itself. It needs the product $\sigma=HC$ for trial vectors $C$. Here

$$\sigma_{ab}=\sum_{a'}h_{aa'}C_{a'b}+\sum_{b'}h_{bb'}C_{ab'}+U\delta_{ab}C_{ab},$$

with $h_{12}=h_{21}=-t$ and $h_{11}=h_{22}=0$. Take $t=1$, $U=4$, and measure energies in units of $t$. In the order $11,12,21,22$, let $C=(1,3,3,1)$. Then

$$\sigma_{11}=4\cdot1-3-3=-2,\qquad \sigma_{12}=-1-1=-2,$$

and by symmetry $\sigma=(-2,-2,-2,-2)$. The trial energy is

$$\frac{C\cdot\sigma}{C\cdot C}=\frac{-2-6-6-2}{1+9+9+1}=-0.8 .$$

The lowest eigenvalue is $U/2-\sqrt{U^2/4+4t^2}=-0.828$, from the $2\times2$ problem for the symmetric combinations of $(11,22)$ and $(12,21)$. The trial energy lies above it, as it must.

In a molecule with many orbitals, the repulsion moves two electrons at once. Each determinant can then be coupled to hundreds or more others, at scattered addresses and with individual signs. The question is whether a two-electron move can be made as two successive one-electron moves, with the integrals applied in between.

## 2. Writing the repulsion as a product of one-electron moves

Let $p,q,r,s$ label $n$ real orthonormal orbitals and let $\sigma',\tau$ label spins. The spin-summed generator

$$E_{pq}=\sum_{\sigma'}a^\dagger_{p\sigma'}a_{q\sigma'}$$

moves one electron from orbital $q$ to orbital $p$. The Hamiltonian is

$$H=\sum_{pq}h_{pq}E_{pq}+\frac12\sum_{pqrs}(pq|rs)\sum_{\sigma'\tau}a^\dagger_{p\sigma'}a^\dagger_{r\tau}a_{s\tau}a_{q\sigma'},$$

where, in atomic units,

$$(pq|rs)=\iint \frac{\phi_p(\mathbf r)\phi_q(\mathbf r)\,\phi_r(\mathbf r')\phi_s(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r'.$$

To expose two generators, bring $a_{q\sigma'}$ next to $a^\dagger_{p\sigma'}$. Exchanging the two annihilators gives a minus sign. Then use $a^\dagger_{r\tau}a_{q\sigma'}=\delta_{qr}\delta_{\sigma'\tau}-a_{q\sigma'}a^\dagger_{r\tau}$:

$$\begin{aligned}
a^\dagger_{p\sigma'}a^\dagger_{r\tau}a_{s\tau}a_{q\sigma'}
&=-a^\dagger_{p\sigma'}a^\dagger_{r\tau}a_{q\sigma'}a_{s\tau}\\
&=a^\dagger_{p\sigma'}a_{q\sigma'}a^\dagger_{r\tau}a_{s\tau}-\delta_{qr}\delta_{\sigma'\tau}a^\dagger_{p\sigma'}a_{s\tau}.
\end{aligned}$$

Summed over both spins, this is $E_{pq}E_{rs}-\delta_{qr}E_{ps}$. The second part contributes

$$-\frac12\sum_{ps}\Big[\sum_r(pr|rs)\Big]E_{ps},$$

which is a one-electron operator. Renaming $s$ as $q$ and joining it to $h$ gives

$$H=\sum_{pq}k_{pq}E_{pq}+\frac12\sum_{pqrs}(pq|rs)E_{pq}E_{rs},\qquad k_{pq}=h_{pq}-\frac12\sum_r(pr|rq). \tag{1}$$

**Limit: one electron.** A single electron has nothing to repel it. The string with two annihilators gives zero, so $E_{pq}E_{rs}=\delta_{qr}E_{ps}$ in this sector. The product term in (1) becomes $+\frac12\sum_{ps}\sum_r(pr|rs)E_{ps}$ and cancels the correction inside $k$. What remains is $h$. The correction therefore removes a self-repulsion that the product of generators introduces.

For the two sites, $(11|11)=(22|22)=U$ and the other integrals vanish. Hence $k_{11}=k_{22}=-U/2=-2$ and $k_{12}=k_{21}=-1$.

## 3. Absorbing the one-electron term

Equation (1) still has two kinds of term. They can be merged because $\sum_rE_{rr}=\hat N$ counts electrons, and a calculation has a fixed number $N\ge1$. Define

$$W_{pq,rs}=(pq|rs)+\frac1N\left(k_{pq}\delta_{rs}+\delta_{pq}k_{rs}\right). \tag{2}$$

With $\hat k=\sum_{pq}k_{pq}E_{pq}$, the added terms give

$$\frac1{2N}\sum_{pqrs}(k_{pq}\delta_{rs}+\delta_{pq}k_{rs})E_{pq}E_{rs}
=\frac{\hat k\hat N+\hat N\hat k}{2N}=\frac{\hat N}{N}\hat k .$$

The last step uses the fact that $\hat k$ conserves the electron number. For $\hat N=N$ the result is $\hat k$, so

$$H=\frac12\sum_{pqrs}W_{pq,rs}E_{pq}E_{rs}\qquad\text{for }N\text{ electrons}. \tag{3}$$

The symmetric choice in (2) preserves $W_{pq,rs}=W_{rs,pq}$.

**Limit: the wrong electron number.** In a sector with $N'$ electrons, the right side of (3) differs from $H$ by $(N'/N-1)\hat k$. Suppose the two-site $W$, made for $N=2$, is applied to one electron. The error is $-\frac12k$. The site energy becomes $0+1=1$ instead of 0, and the hopping element becomes $-1+0.5=-0.5$ instead of $-1$. The modified integrals must therefore be rebuilt when an electron is added or removed.

## 4. Using each orbital pair once

For real orbitals, $(pq|rs)$ does not change when $p,q$ are exchanged or when $r,s$ are exchanged, and $k_{pq}=k_{qp}$. Thus $W_{pq,rs}=W_{qp,rs}=W_{pq,sr}$. The generators $E_{pq}$ and $E_{qp}$ carry the same coefficient and can be added first:

$$S_{pp}=E_{pp},\qquad S_{pq}=E_{pq}+E_{qp}\quad(p>q).$$

Then

$$H=\frac12\sum_{p\ge q}\sum_{r\ge s}W_{pq,rs}S_{pq}S_{rs}. \tag{4}$$

There is no extra factor of two: an off-diagonal pair has two orderings, and both are inside $S_{pq}$. The matrix $W$ now has dimension $M=n(n+1)/2$ instead of $n^2$.

For the two sites, the pairs are $11,21,22$. Typical elements are

$$W_{11,11}=4+\frac{-2-2}{2}=2,\quad W_{11,22}=\frac{-2-2}{2}=-2,\quad W_{21,11}=\frac{-1}{2}=-0.5,$$

and $W_{21,21}=0$, since both Kronecker deltas and the integral vanish. In full,

$$W=\begin{pmatrix}2&-0.5&-2\\-0.5&0&-0.5\\-2&-0.5&2\end{pmatrix}.$$

## 5. The identity between the generators

Let $I,J,K$ label all determinants with fixed $N_\alpha$ and $N_\beta$. Each generator moves an electron without changing its spin, so it never leaves this space. Within the space, $\sum_K|K\rangle\langle K|=1$, and therefore

$$\langle I|S_{pq}S_{rs}|J\rangle=\sum_K\langle I|S_{pq}|K\rangle\langle K|S_{rs}|J\rangle .$$

Insert this in (4), multiply by $C_J$ and sum over $J$. The sums can be grouped from right to left:

$$D_{rs,K}=\sum_J\langle K|S_{rs}|J\rangle C_J, \tag{5}$$

$$G_{pq,K}=\sum_{r\ge s}W_{pq,rs}D_{rs,K}, \tag{6}$$

$$\sigma_I=\frac12\sum_K\sum_{p\ge q}\langle I|S_{pq}|K\rangle G_{pq,K}. \tag{7}$$

Equation (6) is one matrix multiplication, $G=WD$: an $M\times M$ matrix times a matrix with one column per determinant. Equations (5) and (7) gather and scatter amplitudes through one-electron moves. Their coefficients are signs and occupation numbers, with no integrals.

**The two sites again.** The row $D_{11}$ is the number of electrons on site 1 times $C$, so $D_{11}=(2,3,3,0)$. Likewise $D_{22}=(0,3,3,2)$. For $D_{21}$, one electron changes site. Arrangement 11 is reached from 12 and 21, giving $3+3=6$; arrangement 12 is reached from 11 and 22, giving $1+1=2$. Thus

$$D=\begin{pmatrix}2&3&3&0\\6&2&2&6\\0&3&3&2\end{pmatrix},\qquad
G=WD=\begin{pmatrix}1&-1&-1&-7\\-1&-3&-3&-1\\-7&-1&-1&1\end{pmatrix}.$$

The first column of $G$, for example, is

$$\begin{aligned}
2\cdot2-0.5\cdot6-2\cdot0&=1,\\
-0.5\cdot2+0\cdot6-0.5\cdot0&=-1,\\
-2\cdot2-0.5\cdot6+2\cdot0&=-7.
\end{aligned}$$

For $\sigma_{11}$, the first row of $G$ enters with occupation 2, the third with occupation 0, and the middle row through the neighbours 12 and 21:

$$\sigma_{11}=\tfrac12[2\cdot1+0\cdot(-7)-3-3]=-2 .$$

For $\sigma_{12}$, each site holds one electron, and the neighbours are 11 and 22:

$$\sigma_{12}=\tfrac12[-1-1-1-1]=-2 .$$

Both agree with the direct product in section 1.

## 6. Many electrons: strings and signs

With several electrons of each spin, the matrix elements of $S_{pq}$ acquire signs. Write a determinant as a string of $\alpha$ creation operators, in increasing orbital order, followed by a similar $\beta$ string acting on the vacuum. A $\beta$ generator contains two fermion operators. Passing each $\alpha$ creation operator costs two minus signs, so it reaches its own string with no net sign. An $\alpha$ generator already stands beside its string.

Within one string, take $p\ne q$, with $q$ occupied and $p$ empty. Removing $q$ gives $-1$ for every occupied orbital below $q$. Creating $p$ gives $-1$ for every remaining occupied orbital below $p$. Orbitals below both are counted twice and cancel. The total sign is $(-1)^m$, where $m$ is the number of occupied orbitals strictly between $p$ and $q$. For $p=q$ the element is $+1$ if the orbital is occupied.

A string with $N_\alpha$ electrons has $N_\alpha$ diagonal elements and $N_\alpha(n-N_\alpha)$ moves, a total of

$$N_\alpha(n-N_\alpha+1),$$

and similarly for $\beta$. If $C$ is stored as a matrix with $\alpha$ strings as rows and $\beta$ strings as columns, (5) and (7) become

$$D_{rs}=S^\alpha_{rs}C+C(S^\beta_{rs})^T,\qquad
\sigma=\frac12\sum_{p\ge q}\left[S^\alpha_{pq}G_{pq}+G_{pq}(S^\beta_{pq})^T\right].$$

The sparse tables $S^\alpha$ and $S^\beta$ refer to strings, which are far fewer than determinants when both spins have many strings.

**Limit: every orbital doubly occupied.** There is one determinant, no move is possible, and $N=2n$. With $C=1$, $D_{pp}=2$ and the other $D_{pq}$ vanish. Equations (6) and (7) give

$$\begin{aligned}
\sigma&=\frac12\sum_{pq}2\,W_{pp,qq}\,2
=2\sum_{pq}(pp|qq)+\frac{2}{2n}\sum_{pq}(k_{pp}+k_{qq})\\
&=2\sum_{pq}(pp|qq)+2\sum_pk_{pp}\\
&=2\sum_ph_{pp}+\sum_{pq}\left[2(pp|qq)-(pq|qp)\right].
\end{aligned}$$

This is the closed-shell determinant energy. The exchange term comes from $k$, since no other intermediate determinant exists.

## 7. Six electrons in Li$_2$

Consider Li$_2$ with clamped nuclei at a chosen distance of 5.0 bohr, in the minimal STO-3G basis. A restricted Hartree–Fock calculation supplies ten orbitals. All six electrons are correlated, three of each spin. There are $\binom{10}{3}=120$ strings per spin and $120^2=14\,400$ determinants. The pair dimension is $M=10\cdot11/2=55$, and $D$ occupies 6.34 MB in double precision.

Each string has $3(10-3+1)=24$ nonzero generator elements. Forming $D$ takes $2\cdot24\cdot14\,400=691\,200$ additions. The dense step takes

$$55^2\cdot14\,400=4.36\times10^7$$

multiply-adds. Without the folding of section 4 it would take $10^4\cdot14\,400=1.44\times10^8$.

For comparison, count the determinants that $H$ can couple to a given one, those differing in at most two spin orbitals. With three occupied and seven empty orbitals per spin, the number is

$$1+2\cdot3\cdot7+2\binom32\binom72+(3\cdot7)^2=1+42+126+441=610 .$$

Many of these matrix elements vanish by the spatial symmetry of Li$_2$, but neither count here makes use of that. A direct product that visits all 610, with known matrix elements, takes $610\cdot14\,400=8.78\times10^6$ multiply-adds. The dense step does 4.96 times as many. The gain is therefore not a smaller operation count. It is regularity: each entry of $D$ is used 55 times within a standard matrix multiplication, and no two-electron sign or integral address is worked out. Whether this wins in time depends on the machine; operation counts alone do not decide it.

The balance also depends on filling. Let $N_\alpha=N_\beta=m$, with $m$ and $n-m$ both large. The coupled determinants number about $\frac32m^2(n-m)^2$, against $M^2\approx n^4/4$. At half filling the ratio of dense to direct work tends to $8/3$. For $1\ll m\ll n$ it is about $n^2/(6m^2)$, which grows as the orbital space becomes emptier. Much of $D$ is then zero, and a plain dense multiplication wastes work on it.

Storage need not hold all of $D$. Column $K$ of $G$ depends on column $K$ of $D$ alone, so the determinants $K$ can be treated in blocks, with each block's contribution added to $\sigma$.

The lowest state was found with the Davidson method, which diagonalizes $H$ in a small space of trial vectors and adds a new vector built from the residual $HC-EC$. Each component of the residual is first divided by the difference between $E$ and the corresponding diagonal element of $H$, with differences below 0.1 hartree in magnitude replaced by a fixed value. The diagonal of $H$ is therefore needed too, and it is computed once. Starting from the Hartree–Fock determinant, nine products $HC$ brought the residual norm below $10^{-6}$ hartree. Including nuclear repulsion, the energies are

$$E_{\rm HF}=-14.63864,\qquad E_{\rm FCI}=-14.66737\ \text{hartree}.$$

The correlation energy, measured from the restricted Hartree–Fock solution, is $-0.02873$ hartree, or $-0.782$ eV. Full CI is complete within these ten orbitals and the nonrelativistic clamped-nuclei Hamiltonian. The basis, however, is far from converged. In the much larger cc-pCVTZ basis at the same distance, the Hartree–Fock energy is $-14.871$ hartree and all-electron CCSD(T) gives a correlation energy of about $-0.115$ hartree, four times the value above; the total energy is 0.32 hartree lower. The STO-3G numbers illustrate the algorithm and do not predict the properties of the real molecule.

## 8. When the space is truncated

Configuration interaction with single and double excitations (CISD) keeps the Hartree–Fock determinant and those with at most two electrons excited from it. This space is not closed: one generator can turn a double excitation into a triple, and the next can bring it back. The sum over $K$ must therefore include triples, although $C$ and the retained part of $\sigma$ do not. Quadruples are unnecessary, because one generator changes the excitation level by at most one.

The cost of leaving the triples out can be derived. For a normalized real vector $C$, the symmetry of $S_{pq}$ turns the energy into a sum over $K$, and the missing part is

$$\Delta=\frac12\sum_{K\in\text{triples}}\ \sum_{p\ge q}\sum_{r\ge s}D_{pq,K}W_{pq,rs}D_{rs,K}.$$

The $k$ terms of $W$ all contain the factor $\sum_rD_{rr,K}$. By (5) this equals $NC_K$, which is zero for a triple. The bare integrals remain:

$$\Delta=\frac12\sum_{K\in\text{triples}}\iint\frac{\rho_K(\mathbf r)\rho_K(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r',\qquad
\rho_K=\sum_{p\ge q}D_{pq,K}\phi_p\phi_q .$$

This is the electrostatic self-energy of real charge distributions and cannot be negative. Omitting it can only lower the energy expectation value of the given vector.

For Li$_2$, CISD with the triples kept in $K$ gives $-14.66726$ hartree, which is $1.09\times10^{-4}$ hartree above full CI. For the same CISD vector, leaving the triples out of $K$ gives $-14.67560$ hartree. The omitted energy is $\Delta=0.00833$ hartree, or 29% of the magnitude of the CISD correlation energy in this basis (in the 6-31G basis it is $0.0102$ hartree, or 37%). The faulty value lies below full CI. A proper expectation value of $H$ cannot do that, so the variational bound has been lost.

**Limit: a harmless omission.** In the two-site model, keep only arrangements 12 and 21, and omit 11 and 22 from $K$. One move from the kept space reaches the omitted arrangements through $D_{21}$ alone. The corresponding bare integral $(21|21)$ is zero in this model, so $\Delta=0$. The damage is thus governed by the self-repulsion of the transition densities that lead out of the space, and the Hubbard interaction assigns none to this one.

The other conditions can be read from the derivation. Complex orbitals generally lack the pair symmetry of section 4, so the unfolded form (3) is needed. Integrals that depend on spin cannot be paired with spin-summed generators; the $\alpha$ and $\beta$ generators must then be kept apart.
